# Brugger's Acoustic Grüneisen Parameters and Their Zero-Temperature Average

A calculation of the thermal expansion of an insulator far below its Debye temperature $\Theta$ has to decide where the strain derivatives of the phonon frequencies come from. Phonons of strained cells on a uniform mesh serve poorly, because the modes that carry heat at temperature $T$ have wavevectors that shrink in proportion to $T/\Theta$, and the mesh must be refined accordingly. One alternative is to compute the second- and third-order elastic constants from homogeneous strains of one cell. These fix the Grüneisen parameter of every long acoustic wave through Brugger's formula, and a direction average with weight $v^{-3}$ gives the $T\to0$ limit.

## Conventions

Hartree atomic units are used with $\hbar=k_B=1$, and repeated Cartesian indices are summed. A material point at $\mathbf a$ in the reference crystal, of density $\rho_0$, moves to $\mathbf x(\mathbf a,t)$. The deformation gradient is $F_{ij}=\partial x_i/\partial a_j$ and the Lagrangian strain is $\eta_{pq}=\tfrac12(F_{ip}F_{iq}-\delta_{pq})$. The energy per reference volume is unchanged by rigid rotation, so it depends on $F$ through $\eta$, and

$$T_{ij}=\frac{\partial\Phi}{\partial\eta_{ij}},\quad C_{ijkl}=\frac{\partial^2\Phi}{\partial\eta_{ij}\partial\eta_{kl}},\quad C_{ijklmn}=\frac{\partial^3\Phi}{\partial\eta_{ij}\partial\eta_{kl}\partial\eta_{mn}}.$$

These tensors are symmetric within each index pair and under exchange of pairs. $\Phi$ is the $T=0$ energy minimized over internal coordinates at each strain, since a wave with frequency far below the optical modes drags them along at equilibrium. The crystal is a stable, non-magnetic, non-piezoelectric insulator; a piezoelectric wave carries a macroscopic field whose energy is not contained in $\Phi(\eta)$.

A mode is labelled by its material wavevector $\mathbf K=K\mathbf N$, with phase $\mathbf K\cdot\mathbf a$. Periodic boundary conditions in $\mathbf a$ fix the allowed $\mathbf K$ independently of strain, so strain derivatives are taken at fixed $\mathbf K$:

$$d\ln\omega=-\gamma^{mn}\,d\eta_{mn},$$

summed over all nine $mn$. An engineering shear $\eta_6=2\eta_{12}$ contributes $-\gamma^{12}\eta_6$.

## The wave equation in a strained crystal

The Lagrangian density $\tfrac12\rho_0\dot x_i\dot x_i-\Phi$ gives $\rho_0\ddot x_i=\partial_j(\partial\Phi/\partial F_{ij})$, with $\partial_j=\partial/\partial a_j$. From the definition of $\eta$,

$$\frac{\partial\eta_{pq}}{\partial F_{ij}}=\tfrac12(\delta_{pj}F_{iq}+F_{ip}\delta_{qj}),$$

and the symmetry of $T$ makes the two halves equal, so $\partial\Phi/\partial F_{ij}=F_{ip}T_{pj}$. A second derivative acts once on the explicit $F$ and once on $T$ through $\eta$, where the symmetry of $C$ in its last pair again merges the halves:

$$A_{ijkl}=\frac{\partial^2\Phi}{\partial F_{ij}\partial F_{kl}}=\delta_{ik}T_{jl}+F_{ip}F_{kr}C_{pjrl}(\eta).\tag{1}$$

A small displacement $u_i$ on top of a homogeneous $F$ obeys $\rho_0\ddot u_i=A_{ijkl}\partial_j\partial_lu_k$. The plane wave $u_i=U_i\,e^{i(\mathbf K\cdot\mathbf a-\omega t)}$ with unit polarization $\mathbf U$ yields

$$M_{ik}U_k=wU_i,\qquad M_{ik}=A_{ijkl}N_jN_l,\qquad w=\rho_0\omega^2/K^2.\tag{2}$$

$M$ is symmetric because $A_{ijkl}=A_{klij}$. In the reference state $F=1$, $w=\rho_0v^2$ with $v$ the phase velocity, and $M=\tau\,1+M^0$ with $\tau=T_{jl}N_jN_l$ and $M^0_{ik}=C_{ijkl}N_jN_l$.

## Brugger's formula

Replacing $F$ by $RF$ with a rotation $R$ leaves $\eta$ unchanged and turns (2) into $RMR^T$, which has the same eigenvalues. By the polar decomposition $F=R(1+2\eta)^{1/2}$ it is enough to take $F=1+\eta$ to first order. Three factors of (1) then change: $\delta T_{jl}=C_{jlmn}\eta_{mn}$, each $F$ by $\eta$, and $\delta C_{ijkl}=C_{ijklmn}\eta_{mn}$. Hence

$$\delta M_{ik}=\delta_{ik}C_{jlmn}N_jN_l\eta_{mn}+\eta_{ip}M^0_{pk}+M^0_{ir}\eta_{rk}+C_{ijklmn}N_jN_l\eta_{mn}.\tag{3}$$

For a non-degenerate eigenvalue of a symmetric matrix, $\delta w=U_i\,\delta M_{ik}U_k$: varying $w=U_iM_{ik}U_k$ gives the extra term $2w\,U_i\,\delta U_i$, which vanishes by normalization. Since $M^0\mathbf U=(w-\tau)\mathbf U$, the two middle terms of (3) give $2(w-\tau)U_mU_n\eta_{mn}$. At fixed $K$ and $\rho_0$, $\delta\ln\omega=\delta w/2w$, so

$$\gamma^{mn}=-\frac1{2w}\Big[C_{mnjl}N_jN_l+2(w-\tau)U_mU_n+C_{mnijkl}U_iN_jU_kN_l\Big].\tag{4}$$

Brugger's formula is (4) for a stress-free reference, $\tau=0$. The first term is the stress built up by the strain, acting on the wave as tension acts on a string. The second is geometric and comes from the factors $F$. The third is the anharmonic change of stiffness. A cell that retains a residual stress needs $\tau$ both in (4) and in the eigenproblem (2). The factor $1/w$ makes $\gamma^{mn}$ diverge at a soft mode, $w\to0$, unless the bracket vanishes with it.

For a degenerate pair, as for transverse waves along a cube axis, $\mathbf U$ is not fixed by $M$. The shifts $\delta w$ are then the eigenvalues of the $2\times2$ matrix $U^{(a)}_i\delta M_{ik}U^{(b)}_k$. They are in general not linear in $\eta$, so separate tensors $\gamma^{mn}$ do not exist, but their sum is the trace of that matrix, which is linear in $\eta$ and independent of the basis.

## Hydrostatic pressure and cubic crystals

From here the reference is stress free. To first order the Cauchy stress is then $C_{ijmn}\eta_{mn}$, so a pressure $p$ produces $\eta_{mn}=-pS_{mnkk}$, where the compliance $S$ is the inverse of $C$ on symmetric tensors. The volume changes by $d\ln V=d\ln\det F=\eta_{ii}=-pS_{iikk}$, so the bulk modulus is $B=1/S_{iikk}$ and

$$\gamma_H=-\frac{d\ln\omega}{d\ln V}=\frac{\gamma^{mn}S_{mnkk}}{S_{iill}}.\tag{5}$$

In a cubic crystal $C_{ijmm}=(C_{11}+2C_{12})\delta_{ij}=3B\delta_{ij}$ in Voigt notation, so $S_{mnkk}=\delta_{mn}/3B$ and $\gamma_H=\gamma^{mm}/3$. The trace of (4) uses $C_{mmjl}N_jN_l=3B$ and $U_mU_m=1$:

$$\gamma=-\frac{3B+2w+k}{6w},\qquad k=C_{mmijkl}U_iN_jU_kN_l.\tag{6}$$

Both $w$ and $k$ are quadratic forms in $e_{ij}=\tfrac12(U_iN_j+U_jN_i)$, by the symmetry within pairs. A cubic fourth-rank tensor gives $C_{11}\sum_ie_{ii}^2+2C_{12}\sum_{i<j}e_{ii}e_{jj}+C_{44}\sum_{i<j}(2e_{ij})^2$, that is $w=C_{11}K_1+C_{44}K_2+C_{12}K_3$ with

$$K_1=\sum_iN_i^2U_i^2,\quad K_2=\sum_{i<j}(N_iU_j+N_jU_i)^2,\quad K_3=2\sum_{i<j}N_iN_jU_iU_j.$$

The contraction $C_{mmijkl}$ is again a cubic fourth-rank tensor, with components $C_{111}+C_{211}+C_{311}$, $C_{144}+C_{244}+C_{344}$ and $C_{112}+C_{212}+C_{312}$. In Laue class $m\bar3m$ the constants are invariant under any permutation of the axes, which gives $C_{211}=C_{311}=C_{212}=C_{112}$ and $C_{244}=C_{344}=C_{166}$, so

$$k=(C_{111}+2C_{112})K_1+(C_{144}+2C_{166})K_2+(C_{123}+2C_{112})K_3.\tag{7}$$

Class $m\bar3$ has the cyclic permutations alone, and $k$ is then evaluated from its definition in (6). The triples $(K_1,K_2,K_3)$ are $(1,0,0)$ for $[100]$ longitudinal, $(0,1,0)$ for $[100]$ transverse, $(\tfrac12,1,\tfrac12)$ for $[110]$ longitudinal and $(\tfrac12,0,-\tfrac12)$ for $[110]$ polarized along $[1\bar10]$. The last has $w=(C_{11}-C_{12})/2$ and $k=(C_{111}-C_{123})/2$.

A route without third-order constants exists for cubic volume changes. The true wavevector scales as $V^{-1/3}$, so $\omega=vk_{\rm true}$ gives $\gamma=\tfrac13-d\ln v/d\ln V$. With $\rho\propto1/V$, $d\ln v/d\ln V=\tfrac12+\tfrac12\,d\ln(\rho v^2)/d\ln V$, and

$$\gamma=-\tfrac16-\tfrac12\frac{d\ln(\rho v^2)}{d\ln V}.\tag{8}$$

Here $\rho v^2$ comes from (2) with the cell of volume $V$ as reference, where $T_{jl}=-p\delta_{jl}$, so $\rho v^2=C_{ijkl}(V)U_iN_jU_kN_l-p(V)$. The term $-p$ vanishes at equilibrium but its derivative, $+B$, does not.

## The thermodynamic average

In the quasi-harmonic approximation the modes are independent oscillators with strain-dependent frequencies. With $x=\omega/T$ one mode has entropy $s=x/(e^x-1)-\ln(1-e^{-x})$. In the derivative, $1/(e^x-1)$ from the first term cancels $e^{-x}/(1-e^{-x})$ from the second, leaving $s'=-xe^x/(e^x-1)^2$. The mode heat capacity is $c=T\,ds/dT=-xs'=x^2e^x/(e^x-1)^2$. At fixed $T$, $\partial x/\partial\eta_{mn}=-x\gamma^{mn}$, so for the total entropy $\mathcal S$ and the heat capacity $\mathcal C$ at constant strain

$$\gamma^{mn}(T)\equiv\frac1{\mathcal C}\Big(\frac{\partial\mathcal S}{\partial\eta_{mn}}\Big)_T=\frac{\sum\gamma^{mn}c}{\sum c},\tag{9}$$

with sums over $\mathbf K$ and branch. From $dG=-\mathcal S\,dT+V\,dp$ follows $\beta V=-(\partial\mathcal S/\partial p)_T$ for the volume expansion coefficient $\beta$. The chain rule with $\partial\eta_{mn}/\partial p=-S_{mnkk}$ gives $\beta V=\mathcal C\gamma^{mn}S_{mnkk}$, so $\beta BV/\mathcal C$ is the combination (5) of the tensor (9). The compliance here is the isothermal one, which tends to the $T=0$ value, the one obtained from $\Phi$ when $\Phi$ includes the zero-point energy, because the thermal free energy vanishes as $T^4$ when $\mathcal C\propto T^3$.

As $T\to0$, $c$ decays exponentially for $\omega\gg T$, the contributing modes have $\omega=v_s(\mathbf N)K$ with branch index $s$, and the radial integral extends to infinity. With $\sum_{\mathbf K}\to V\int K^2dK\,d\Omega/(2\pi)^3$, the average $\langle\cdot\rangle=\int d\Omega/4\pi$ over the full sphere, and $K=xT/v_s$,

$$\sum\gamma^{mn}c=\frac{4\pi V}{(2\pi)^3}T^3\sum_s\Big\langle\frac{\gamma^{mn}_s}{v_s^3}\Big\rangle\int_0^\infty\frac{x^4e^x\,dx}{(e^x-1)^2}.$$

The long-wave $\gamma^{mn}_s$ of (4) does not depend on $K$ and leaves the radial integral. The weight $v^{-3}$ is proportional to the volume of $\mathbf K$ space below frequency $T$, which is $(T/v)^3/3$ per unit solid angle. Integration by parts turns the integral into $4\int x^3(e^x-1)^{-1}dx$, and the expansion $\sum_ne^{-nx}$ gives $24\sum_nn^{-4}=24\pi^4/90=4\pi^4/15=25.9758$. The same steps without $\gamma^{mn}$ give $\mathcal C$:

$$\mathcal C=\frac{2\pi^2}{15}VT^3I,\quad I=\sum_s\langle v_s^{-3}\rangle,\qquad\gamma_0^{mn}=\frac1I\sum_s\langle\gamma_s^{mn}v_s^{-3}\rangle.\tag{10}$$

For finite-range forces the $3\times3$ dynamical matrix of the acoustic branches, with any optical modes eliminated, is a power series in $\mathbf K$. In a centrosymmetric lattice inversion sends $\mathbf K\to-\mathbf K$ and reverses the acoustic displacement, which enters the energy quadratically, so the series is even. Hence $\omega$ acquires relative corrections of order $(K\ell)^2\sim(T\ell/v)^2$, with $\ell$ the lattice spacing. The $\gamma^{mn}$ of a single mode can change more strongly near a direction where two branches touch, if the correction to the matrix shifts that direction: however small the shift, the polarizations close to it then turn by a finite angle. Where symmetry holds the touching on an axis, as on $[111]$ of a centrosymmetric cubic crystal and on $[001]$ when the point group is $m\bar3m$, the direction does not shift. In point group $m\bar3$ the $[001]$ axis is only twofold, and the correction can split the transverse pair there. The sum over branches in (9) is a trace, which does not depend on how the polarizations are chosen, so it keeps the even series and $\gamma(T)-\gamma_0\propto T^2$ at leading order. Result (10) is the whole limit provided acoustic phonons dominate the entropy. In a metal the electronic entropy is linear in $T$ and overtakes $T^3$, and (10) is then the lattice part.

For one atom in volume $V$, define $v_D^3=3/I$ and $\Theta=v_D(6\pi^2/V)^{1/3}$, so that $\Theta^{-3}=VI/18\pi^2$ and $\mathcal C=(12\pi^4/5)(T/\Theta)^3$. A $T^3$ law has $\mathcal S=\int\mathcal C\,dT/T=\mathcal C/3\propto\Theta^{-3}$. In a cubic crystal (9) then gives $\gamma_0=\tfrac13\,d\ln\mathcal S/d\ln V=-d\ln\Theta/d\ln V$, with $\Theta(V)$ built from the velocities used in (8).

## The angular quadrature

Summed over branches, both averages in (10) are traces:

$$\sum_sw_s^{-3/2}=\operatorname{tr}M^{-3/2},\qquad\sum_sw_s^{-3/2}\gamma_s^{mn}\eta_{mn}=-\tfrac12\operatorname{tr}\big(M^{-5/2}\delta M\big).$$

The second follows from $\gamma^{mn}_s\eta_{mn}=-\mathbf U_s\cdot\delta M\,\mathbf U_s/2w_s$ and $M^{-5/2}=\sum_sw_s^{-5/2}\mathbf U_s\mathbf U_s^T$. While $M$ is positive definite these are smooth functions of $\mathbf N$, so any orthonormal eigenvectors returned at a degenerate direction may be put into (4). Averages over a single sorted branch lack this property.

$M$ and $\delta M$ are quadratic in $\mathbf N$, so a hemisphere suffices. A mirror plane normal to axis 1 maps $(\mathbf N,\mathbf U)$ to its image and multiplies $\gamma^{mn}$ by $-1$ for each index equal to 1. Thus $\gamma^{12}$ cancels between image directions, while an average over one symmetry wedge leaves it uncancelled.

## Worked example

The model is an fcc lattice with round parameters and no material attached. Each atom has mass $10^5\,m_e$ and a fixed list of 12 first and 6 second neighbours at reference vectors $\mathbf R_b$. The energy per atom is $\tfrac12\sum_b\phi+G(\varrho)$ with $\varrho=\sum_bf$, $G=-A\sqrt\varrho$, $f=e^{-0.5(r-6)}$, $\phi=D(y^2-2y)$, $y=e^{-\alpha(r-r_0)}$, and $D=0.004\,E_h$, $\alpha=0.75$ bohr$^{-1}$, $r_0=6$ bohr, $A=0.01\,E_h$. In this model $\Phi$ is the static lattice energy, and zero-point vibration is left out of the equilibrium cell, the elastic constants and the compliance. Digits are kept so that the arithmetic can be followed; results are rounded from unrounded values, so a last digit may differ by one from the displayed operands.

**Elastic constants.** The squared bond length $\sigma_b=\mathbf R_b\cdot(1+2\eta)\mathbf R_b$ is linear in $\eta$ with gradient $Q^b_{ij}=2R_iR_j$. Let primes on $\phi,f$ denote $d/d\sigma$, $\psi^{(n)}=\tfrac12\phi^{(n)}+G'f^{(n)}$, $\varrho_{ij}=\sum f'Q_{ij}$ and $\varrho_{ijkl}=\sum f''Q_{ij}Q_{kl}$. The chain rule gives $VT_{ij}=\sum\psi'Q_{ij}$, $VC_{ijkl}=\sum\psi''Q_{ij}Q_{kl}+G''\varrho_{ij}\varrho_{kl}$ and

$$VC_{ijklmn}=\sum\psi'''Q_{ij}Q_{kl}Q_{mn}+G''(\varrho_{ijkl}\varrho_{mn}+\varrho_{ijmn}\varrho_{kl}+\varrho_{klmn}\varrho_{ij})+G'''\varrho_{ij}\varrho_{kl}\varrho_{mn}.$$

Newton iteration to $T_{ij}=0$ gives $a=7.9596$ bohr, $V=a^3/4=126.07$ bohr$^3$ and $\rho_0=793.2\,m_e$/bohr$^3$. In units of $10^{-3}E_h$/bohr$^3$, used for all moduli below, $C_{11}=1.9052$, $C_{12}=1.2385$, $C_{44}=1.1590$, $C_{111}=-15.0184$, $C_{112}=-8.5689$, $C_{123}=-0.0682$, $C_{144}=-0.0621$, $C_{166}=-8.4291$. $C_{456}$ vanishes because every bond has a zero component and $\varrho_{ij}$ is diagonal. Then $3B=1.9052+2(1.2385)=4.3823$, or $B=1.4608$, which is 43.0 GPa.

**Pure modes.** For $[100]$ longitudinal, $k=-15.0184+2(-8.5689)=-32.1562$ and (6) gives $-(4.3823+3.8105-32.1562)/11.4314=2.0963$. For $[100]$ transverse, $k=-0.0621+2(-8.4291)=-16.9204$ and $\gamma=-(4.3823+2.3181-16.9204)/6.9542=1.4696$. For $[110]$ longitudinal, $w=2.7309$, $k=-41.6015$ and $\gamma=1.9381$. For $[110]$ polarized along $[1\bar10]$, $w=0.33335$, $k=(-15.0184+0.0682)/2=-7.4751$ and $\gamma=-(4.3823+0.6667-7.4751)/2.0001=1.2130$. This softest of the four modes has the smallest $\gamma$, because $3B+2w$ cancels about two thirds of $k$. Central differences of (8) with $\Delta\ln V=\pm10^{-4}$ give the same four values to five decimals.

**A degenerate pair.** Take $\mathbf N=[001]$, where $M^0_{11}=M^0_{22}=C_{44}$, and a strain direction with $\eta_{11}=0.6$, $\eta_{22}=-0.4$, $\eta_{33}=0.3$, $\eta_{12}=0.1$; the components $\eta_{13},\eta_{23}$ drop out of the transverse block by cubic symmetry. The stress term of (3) is $0.2C_{12}+0.3C_{11}=0.8193$. Then $\delta M_{11}=0.8193+1.2C_{44}+0.9C_{166}-0.4C_{144}=-5.3513$, $\delta M_{22}=0.8193-0.8C_{44}+0.6C_{144}-0.1C_{166}=0.6977$ and $\delta M_{12}=0.2C_{44}+0.2C_{456}=0.2318$. The eigenvalues are $-2.3268\mp3.0334$, and division by $-2C_{44}$ gives $2.3123$ and $-0.3048$ for $-d\ln\omega$ per unit strain amplitude.

**The average.** Gauss–Legendre quadrature with 20 positive nodes in $\cos\theta$ and 80 equally spaced azimuths gives $I=2.79837\times10^9$ a.u., so $v_D=(3/I)^{1/3}=1.02346\times10^{-3}$ a.u. and $\Theta=1.02346\times10^{-3}(59.218/126.07)^{1/3}=7.956\times10^{-4}E_h$, or 251 K. From (10), $\mathcal C/T^3=1.31595\times126.07\times2.79837\times10^9=4.6426\times10^{11}E_h^{-3}$ per atom and $\gamma_0=1.41915$; a central difference of $-\ln\Theta(V)$ gives the same figure. The slow transverse, fast transverse and longitudinal branches carry shares $0.686$, $0.253$, $0.061$ of $I$ with weighted means $1.360$, $1.452$, $1.947$, and $0.686(1.360)+0.253(1.452)+0.061(1.947)=1.419$. Replacing the weight by $v^0$, $v^{-2}$ or $v^{-4}$ gives $1.599$, $1.464$ and $1.387$, which are 13% above, 3% above and 2% below $\gamma_0$.

**Finite temperature.** For a displacement $\epsilon\mathbf U\cos(\mathbf K\cdot\mathbf R+\vartheta)$ averaged over $\vartheta$, the squared relative displacement across a bond is $\epsilon^2(1-\cos\mathbf K\cdot\mathbf R_b)$, and the first-order change of $\varrho$ is $-\epsilon\sin\vartheta\,\mathbf g\cdot\mathbf U$ by inversion symmetry. The energy per atom is $\tfrac14\epsilon^2\mathbf U\cdot\mathcal D\mathbf U$ with

$$\mathcal D_{ik}=\sum_b(1-\cos\mathbf K\cdot\mathbf R_b)\,(4\psi'\delta_{ik}+8\psi''x_ix_k)+G''g_ig_k,\quad g_i=\sum_b2f'x_i\sin\mathbf K\cdot\mathbf R_b,$$

where $\mathbf x=F\mathbf R_b$ and $m\omega^2$ are the eigenvalues. The entropy at $\Delta\ln V=\pm10^{-4}$ and the heat capacity were integrated with this full dispersion, using the angular rule above and 56 radial Gauss–Legendre points out to the zone boundary or $40T/v_{\min}(\mathbf N)$, whichever is smaller. The left side of (9) gives:

| $T$ ($E_h$) | $\gamma(T)$ | $\mathcal C/T^3$ ($10^{11}E_h^{-3}$) |
|---|---|---|
| $1.6\times10^{-5}$ | 1.42335 | 4.6946 |
| $8\times10^{-6}$ | 1.42024 | 4.6544 |
| $4\times10^{-6}$ | 1.41943 | 4.6455 |
| $2\times10^{-6}$ | 1.41922 | 4.6433 |

The excess over $\gamma_0$ falls by a factor $3.99$, from unrounded values, between the last two rows, close to the factor 4 of a $T^2$ law. A quadratic in $T^2$ through the last three rows extrapolates to $1.41915$ and $4.6426$. At the highest temperature, near $\Theta/50$, $\gamma(T)$ exceeds $\gamma_0$ by 0.3% in this model.

**A tetragonal variant.** Setting $r_0=5.95$ bohr in $\phi$ for the four first-neighbour bonds in the $xy$ plane and relaxing gives $a=7.8493$ and $c=8.1000$ bohr. The same quadrature gives $\gamma_0^{11}=\gamma_0^{22}=1.30251$ and $\gamma_0^{33}=1.64535$, and the extrapolated entropy derivatives under uniaxial stretches of $\pm2\times10^{-5}$ give the same digits. The compliances are $S_{11kk}=236.69$ and $S_{33kk}=206.37$ bohr$^3/E_h$, with $S_{iikk}=2(236.69)+206.37=679.74$. Equation (5) gives $(473.38\times1.30251+206.37\times1.64535)/679.74=1.4066$, the value also obtained for $\beta BV/\mathcal C$ from the entropy of cells relaxed at $p=\pm5\times10^{-8}E_h$/bohr$^3$. One third of the trace is $1.4168$, which is 0.7% above it.
